Transistor thermal resistance from low- and high-frequency output conductance

**1. What dimensions and scaling fix**

A transistor at steady drain voltage V carries current I. Its output conductance is g_L at low frequency, where the channel temperature follows the drain voltage, and g_H at high frequency, where it cannot. Let α, in A/K, be the change of current per kelvin at fixed voltages. We want the thermal resistance R, in K/W.

The kelvin appears in α and R alone, so R must be proportional to 1/α. Since a watt is a volt times an ampere, αRV has no dimension. The remaining data form two dimensionless ratios, and therefore

R = [1/(αV)] Φ(V g_L/I, V g_H/I).

If the conductances differ through heating alone, Φ must vanish when they are equal. Dimensions cannot give the rest of Φ. Section 3 shows that Φ(x,y) = (x − y)/(1 + x), that is,

R = (g_L − g_H) / [α (I + V g_L)].   (1)

The factor 1/α also follows from a scaling symmetry. Take a second device whose temperature rises above ambient are all s times larger, but whose current responds to a rise s times more weakly:

I*(V,T*) = I(V, T_a + (T* − T_a)/s).

Here T_a is the ambient temperature and a star marks the second device. Let its heat path give s times the rise for the same power, and let its heat capacity be C* = C/s. Then C* dT*/dt = C dT/dt, so the heat balance is obeyed at every instant with the same power and the same current. At this one ambient temperature the drain current therefore responds identically in both devices to any drain voltage, steady or varying, although R* = sR and α* = α/s. Such data fix the product αR. To obtain R, α must come from elsewhere.

**2. Definitions and assumptions**

Gate and source voltages are held fixed. The drain current is a function I(V,T) of drain voltage and one effective channel temperature T. We define

g_H = (∂I/∂V) at fixed T,
α = (∂I/∂T) at fixed voltages,
g_L = dI/dV along the steady, self-heated curve.

All three are taken at the same operating point; in particular, α belongs to the heated channel. The gate carries no power, so the dissipated power is P = IV. In the steady state the heat path sets T = F(P,T_a), and we write

R = ∂F/∂P at fixed T_a,
θ = ∂F/∂T_a at fixed P.

R is thus a differential resistance. It equals the chord resistance (T − T_a)/P if the temperature rise is proportional to power, and in general it does not.

Heating must be the sole slow process between the two measuring frequencies. Charge trapping, a floating body or substrate coupling would add its own conductance step. Section 7 gives the resulting error.

**3. Derivation**

Along the steady curve T changes with V. The chain rule gives

g_L = g_H + α dT/dV.   (2)

At fixed ambient temperature,

dT/dV = R dP/dV = R d(IV)/dV = R(I + V g_L).   (3)

The conductance on the right is g_L because the power follows the steady curve. Inserting (3) in (2),

g_L − g_H = αR(I + V g_L),

and division by α(I + V g_L) gives (1). Nothing has been expanded in small heating; the derivatives are local, but the temperature rise may be large.

To predict g_L from R instead, collect the terms in g_L:

g_L(1 − αRV) = g_H + αRI,
g_L = (g_H + αRI)/(1 − αRV).   (4)

The number a = αRV measures electrothermal feedback: a temperature change δT alters the power by αV δT, which alters the temperature by a δT. From (4),

I + V g_L = [I − aI + V g_H + aI]/(1 − a) = (I + V g_H)/(1 − a).   (5)

For a path with one heat capacity C, a small temperature disturbance at fixed voltage obeys

C d(δT)/dt = αV δT − δT/R = −(1 − a) δT/R.

The operating point is stable if a < 1. This holds for any negative α when V and R are positive. For positive α, thermal runaway sets in when a reaches 1.

Two consequences are useful. If |V g_L| is much smaller than I, (1) reduces to R ≈ (g_L − g_H)/(αI). If α is negative and I + V g_L is positive, then g_L lies below g_H. It may even be negative: by (4), for a stable point this needs g_H + αRI < 0. A negative g_L therefore does not by itself mean an unstable point under voltage drive.

**4. Two temperature coefficients, two formulas**

Short pulses that leave the channel no time to heat give the isothermal current I(V,T), from which α follows. How short they must be depends on the heat path. After a time t, a single heat capacity has reached a fraction of about t/(RC) of its steady rise. The diffusive slab of section 6 has reached about 2√(t/(πτ_s)), which is already 11% at t = τ_s/100. Heating left in the pulse biases α, and R with it. A steady measurement at several ambient temperatures gives a different coefficient, β = dI/dT_a at fixed voltages, because the self-heating changes too. When T_a changes, the power changes by Vβ per kelvin, so

dT/dT_a = θ + RVβ.

Since β = α dT/dT_a,

β = αθ + aβ, hence β = αθ/(1 − a).   (6)

Now use (5) in the result of section 3, and then (6):

g_L − g_H = αR(I + V g_L) = αR(I + V g_H)/(1 − a) = βR(I + V g_H)/θ.

Therefore

(g_L − g_H)/[β(I + V g_H)] = R/θ.   (7)

The isothermal coefficient goes with g_L in the bracket; the steady ambient coefficient goes with g_H. For a linear path with a fixed resistance, F = T_a + RP, θ = 1 and both formulas give R.

For a nonlinear path, R/θ can also have a simple meaning. Suppose heat flows by conduction from T to T_a through a body of fixed shape with one conductivity law k(T). Then

P = S ∫ k(T′) dT′, from T_a to T,

where S is a shape factor in metres. At fixed T_a, dP = S k(T) dT, so R = 1/[S k(T)]. At fixed P, 0 = k(T) dT − k(T_a) dT_a, so θ = k(T_a)/k(T). Hence R/θ = 1/[S k(T_a)], the differential resistance at zero power. Equation (7) then yields the cold resistance, while (1) yields the hot one. For materials in series with different laws k(T), as in most real devices, R/θ is in general not the cold resistance, although (1) still gives R.

**5. Temperature rise and chord resistance**

A reliability estimate needs the temperature itself. Equation (2) gives dT/dV = (g_L − g_H)/α. At V = 0 there is no power and T = T_a, so

T − T_a = ∫ (g_L − g_H)/α dV′, from 0 to V.   (8)

Each α in the integral belongs to the channel temperature reached at that V′. If α is known as a function of voltage and temperature, (8) can be marched upward from V = 0: the temperature found so far selects α for the next step. Dividing the rise by IV gives the chord resistance. As V′ → 0, α tends to zero with the current, but by (3) the integrand equals R(I + V′g_L), which also tends to zero. The ratio of two small measured quantities is noisy there. The lowest part of the range, up to a small voltage V₁ with current I₁, is better filled in by treating R as constant: the integral of R(I + V′g_L) from 0 to V₁ is then R I₁V₁, with R taken from (1) at V₁ and α there evaluated at first at T_a. The march fails where α passes through zero at finite voltage.

**6. Frequency response and the choice of upper frequency**

For small signals proportional to exp(+iωt), let Z(ω) = δT/δP be the thermal impedance, with Z(0) = R. The current and power changes are

δI = g_H δV + α δT,
δP = I δV + V δI.

With δT = Z δP,

δI(1 − αZV) = (g_H + αZI) δV,

so the output admittance is

Y = (g_H + αZI)/(1 − αZV).   (9)

At ω = 0 this is (4), and for Z → 0 it is g_H. Subtracting g_H gives

Y − g_H = αZ(I + V g_H)/(1 − αZV).   (10)

For one heat capacity, Z = R/(1 + iωRC). Multiplying numerator and denominator of (10) by 1 + iωRC,

Y − g_H = αR(I + V g_H)/(1 − a + iωRC).

Dividing both by 1 − a and using (5),

Y = g_H + (g_L − g_H)/(1 + iωτ′),  τ′ = RC/(1 − a).   (11)

The electrical relaxation time τ′ is shorter than RC for negative α and longer for positive α with a < 1. Taking τ′ for RC gives a heat capacity wrong by the factor 1/(1 − a).

In practice Re Y at a finite frequency stands in for g_H. Let R_est be the value from (1) with this replacement and with an accurate g_L. Dividing (10) by its value at ω = 0 gives the fractional shortfall

ε = 1 − R_est/R = Re{(1 − a)(Z/R)/[1 − a(Z/R)]}.   (12)

For one heat capacity this is 1/[1 + (ωτ′)²]. An error of 1% needs ωτ′ = √99, about 10.

Heat that diffuses through a solid is less forgiving. Consider a uniform slab of thickness L, area A, conductivity k and diffusivity D, heated by the device at x = 0 and held at ambient temperature at x = L. For small signals, and with k and D taken constant, the temperature amplitude obeys

iω δT = D d²δT/dx².

The solution that vanishes at x = L is δT = B sinh[s(1 − x/L)], with s² = iωL²/D = iωτ_s. The heat entering at x = 0 is −kA dδT/dx = (kA/L) B s cosh s. With R = L/(kA),

Z = R tanh(s)/s.

At high frequency tanh(s) → 1 and 1/s = (1 − i)/√(2ωτ_s), so to leading order

ε ≈ (1 − a)/√(2ωτ_s).   (13)

The next term in the expansion of (12) contains Z², which is purely imaginary here and drops out of the real part. The shortfall thus falls as ω to the power −1/2, against −2 for the single heat capacity. This law assumes that the heat enters at the face x = 0. If it is generated in a layer of finite thickness, the shortfall falls faster once the penetration depth √(2D/ω) becomes comparable to that thickness. A curve that looks flat over a narrow band need not have reached g_H. The remedy is to fit a thermal model over a wide band.

There is also a ceiling. A drain capacitance C_d in series with a resistance r_s adds the admittance

iωC_d/(1 + iωr_sC_d),

whose real part is ω²C_d²r_s/(1 + ω²C_d²r_s²). Taking the real part of Y removes an ideal parallel capacitance, but not this term. The upper frequency must lie above the thermal response and below the frequency where such parasitics matter. If no such window exists, the parasitic network must be measured and subtracted.

**7. Sensitivity and failure**

If α is in error, R_est/R = α_true/α_used. For small errors δR/R ≈ −δα/α. For the conductances, differentiate ln R from (1), holding the other data fixed. The coefficient of δg_L is

1/(g_L − g_H) − V/(I + V g_L) = (I + V g_H)/[(g_L − g_H)(I + V g_L)],

and that of δg_H is −1/(g_L − g_H). Both grow as the conductances approach each other.

This happens near the bias where α = 0. There g_L = g_H whatever R is, and (1) becomes 0/0. Averaging reduces noise near this bias but cannot supply the missing information at it.

If another slow process contributes g_x to the low-frequency conductance, (2) becomes g_L = g_H + α dT/dV + g_x. Repeating the derivation gives

R_est = R + g_x/[α(I + V g_L)].   (14)

An unequal channel temperature changes the meaning of R. Let the current respond to local temperature changes with weight w(x), so that δI = g_H δV + ∫ w δT dx, and let each local temperature depend on total power with slope r(x). A uniform temperature change gives α = ∫ w dx. Equation (1) then returns ∫ w r dx/∫ w dx, an average weighted by the current's own sensitivity. It is not in general the peak resistance, and if w changes sign along the channel it can even lie outside the range of r. If the pattern of heating shifts with V at fixed power, even this interpretation fails.

**8. Worked example**

The model device has round parameters and represents no particular material. Its current is

I = K (T/T₀)^(−m) (V_G − V_t + κ(T − T₀))^n tanh(V/V_s)(1 + λV),

with the overdrive (the bracket containing V_G) in volts. The values are K = 2 mA, T₀ = T_a = 300 K, m = 1.5, n = 1.3, V_t = 0.35 V, κ = 0.5 mV/K, V_s = 0.25 V and λ = 0.1 V⁻¹. The operating point is V_G = V = 1 V.

The heat path has conductivity proportional to 1/T and resistance R₀ = 40000 K/W at T₀. The conduction integral of section 4 gives P = (T₀/R₀) ln(T/T_a), so

T = T_a exp(R₀P/T₀),  R = R₀T/T₀,  θ = T/T_a.

The steady solution has I = 1.0621 mA and T = 345.64 K. Numerical differentiation gives g_L = −62.76 µS, g_H = 102.25 µS and α = −3.5831 µA/K. Then

I + V g_L = 1.0621 mA − 0.0628 mA = 0.9993 mA,
R = (−165.01 µS)/[(−3.5831 µA/K)(0.9993 mA)] = 46085 K/W.

The heat path itself gives 40000 × 345.64/300 = 46085 K/W. The negative g_L follows from (4): αRI is about −175 µS and outweighs g_H. The feedback number is a = −0.165, so the point is stable.

The integral (8) gives a rise of 45.638 K, equal to the rise in the steady solution. Divided by 1.0621 mW, this is a chord resistance of 42971 K/W, about 7% below R because the path becomes more resistive as it warms. Multiplying R by the power would overstate the rise by that difference.

For the ambient method, β = −3.5431 µA/K and I + V g_H = 1.1643 mA. Equation (7) gives

165.01 µS/(3.5431 µA/K × 1.1643 mA) = 40000 K/W,

the cold resistance, as derived. With a linear path of 40000 K/W, both formulas return that value.

Mixing the ingredients has these effects here:

- Using α with g_H in the bracket gives 0.858 of R. By (5) the factor is 1/(1 − a).
- Using β as if it were α, with g_L, gives 1.011 of R. By (6) the factor is (1 − a)/θ = 1.165/1.152. The small error is a near cancellation between feedback and nonlinear conduction at this bias, and is no licence for the substitution.
- Using α at ambient temperature, −5.0232 µA/K, gives 0.713 of R. The coefficient has changed by this much between the cold and the heated channel.

An error of +1 µS in g_H changes R by 1/165, or +0.6%; the same error in g_L changes it by −0.7%. By (14), an unrecognised slow contribution g_x = +10 µS would lower R_est by about 2800 K/W, or 6%.

With C = 2.5 pJ/K, RC = 115.2 ns and τ′ = 98.9 ns. The nonlinear heating equation was integrated under a small sinusoidal drain voltage at 0.01, 1.6095 and 100 MHz, and its response agrees with (11). The middle frequency is 1/(2πτ′), where Re Y = 19.746 µS lies halfway between g_L and g_H. There Im Y = +82.506 µS: for negative α, self-heating resembles a capacitance in the sign of its imaginary part. Using the lowest and highest frequencies in place of the two limits gives 46071 K/W, 0.03% below R. At the middle frequency, a device with doubled R, rescaled as in section 1, has the same printed admittance.

The slab shows how much the plateau depends on the heat path. With the same R and a, a 1% shortfall requires ωτ_s = 6788, the value (13) also gives; a discretised slab coupled to the device confirms the shortfall. The single heat capacity needs ωRC = 11.59. A slab's R times its total heat capacity equals τ_s, so these numbers compare paths of equal resistance and total heat capacity. If that product were 115.2 ns in both, the required frequencies would be about 16 MHz and 9.4 GHz. The second figure belongs to the idealised slab. There the penetration depth √(2D/ω) is only about L/58, some tens of nanometres for a path a few micrometres long. At that scale the size of the heated region matters, and diffusion may no longer describe heat flow in a semiconductor.

Finally, α vanishes at V_G = 0.4796 V, where the fall of mobility and the fall of threshold balance. Both conductances are then 14.859 µS. At 30 mV below this gate voltage α is positive and g_L exceeds g_H; at 30 mV above, both signs are reversed. The device still heats at the crossing, but its output conductance no longer reveals it.

**9. Order of work**

1. Measure I and Re Y over a band wide enough to show the thermal step and any parasitic rise. Confirm the low-frequency limit against the slope of the steady curve.
2. Obtain g_H from a plateau or a thermal fit, and estimate the remaining shortfall from (12).
3. Obtain α from isothermal data at the heated channel temperature, and use (1). If that temperature is unknown, march (8) from zero voltage. Alternatively, measure β and use (7), reporting the result as R/θ.
4. Repeat at a second gate voltage away from α = 0. For a nonlinear path at the same ambient temperature, the drain voltage must be adjusted to keep the power, and hence the channel temperature, the same. If the heat path and channel temperature are the same, and neither the heating pattern nor the distribution of the weight w of section 7 has shifted, R should agree; a discrepancy points to another slow process, an error in α, an error in a conductance (from an unfinished thermal step or a parasitic rise, for example) or such a shift.

The computed values are listed in the numerical output below.

Computed results

```
ambient and reference temperature: 300 K
gate voltage: 1 V
drain voltage: 1 V
current prefactor: 2 mA
threshold at reference temperature: 0.35 V
threshold fall: 0.5 mV/K
mobility exponent: 1.5
overdrive exponent: 1.3
output slope parameter: 0.1 1/V
saturation scale: 0.25 V
thermal resistance at reference temperature: 40000 K/W
heat capacity: 2.5 pJ/K
channel temperature: 345.64 K
temperature rise: 45.638 K
temperature rise from conductance integral: 45.638 K
drain current: 1.0621 mA
power: 1.0621 mW
gL: -62.76 uS
gH: 102.25 uS
gL - gH: -165.01 uS
I + V gL: 0.9993 mA
I + V gH: 1.1643 mA
alpha, isothermal at channel temperature: -3.5831 uA/K
alpha at ambient temperature: -5.0232 uA/K
beta, steady ambient coefficient: -3.5431 uA/K
theta: 1.1521
alpha R V: -0.16513
R extracted: 46085 K/W
R from heat-path law: 46085 K/W
chord resistance: 42971 K/W
R/theta from beta and gH: 40000 K/W
linear path, R from alpha and gL: 40000 K/W
linear path, R from beta and gH: 40000 K/W
wrong: alpha with gH, ratio to R: 0.8583
wrong: beta used as alpha, ratio to R: 1.011
wrong: alpha at ambient, ratio to R: 0.7133
thermal time R C: 115.21 ns
electrical relaxation time tau': 98.884 ns
Y at 0.01 MHz: real -62.754 uS, imaginary 1.025 uS
Y at 1.6095 MHz: real 19.746 uS, imaginary 82.506 uS
Y at 100 MHz: real 102.209 uS, imaginary 2.655 uS
Y at 1.6095 MHz, doubled R: real 19.746 uS, imaginary 82.506 uS
R from lowest and highest frequency: 46071 K/W
1 % error, lumped path: omega R C: 11.59
1 % error, slab: omega tau_s: 6788
slab asymptotic estimate: omega tau_s: 6788
slab solution at that frequency, R_est/R: 0.99
gate voltage where alpha = 0: 0.4796 V
gL there: 14.859 uS
gH there: 14.859 uS
```
